\section*{Resonant Phonon Absorption and the Quadratic Thermal Conductivity of Silica Glass}

\section{What goes wrong without tunnelling systems}

Take a silica rod 5 mm wide at 0.1 K. Its thermal phonons are hundreds of nanometres long and should hardly notice disorder on the atomic scale. If the walls alone stopped them, the conductivity would follow from the phonon heat capacity $C$, the sound speed $v$ and the width $D$ as $\kappa\approx Cv D/3$. With $C=1.7\times10^{-3}$ J/(m$^3$ K) and the transverse speed 3800 m/s used below, this is
\begin{equation}
\tfrac13(1.7\times10^{-3})(3800)(5\times10^{-3})
\approx 1.1\times10^{-2}\ \mathrm{W/(m\,K)} .
\end{equation}
The tunnelling model gives $3.2\times10^{-4}$ W/(m K), some thirty times less. The power law is wrong as well: a fixed path gives $\kappa\propto T^3$, whereas the model gives $T^2$. A cryogenic support designed on the first estimate would conduct far less heat than planned.

In the tunnelling model, the missing ingredient is a set of atoms or groups of atoms that can tunnel between two nearby positions. Each forms a two-level system, which absorbs a phonon whose energy matches its splitting. The result to be derived is
\begin{equation}
\boxed{\;\kappa=\frac{\rho k_B^3}{6\pi\hbar^2\bar P}
\left(\sum_a\frac{v_a}{\gamma_a^2}\right)T^2\;}
\label{eq:result}
\end{equation}
Here $\rho$ is the mass density and $a$ runs over one longitudinal and two transverse branches. The speeds are $v_a$, the coupling energies $\gamma_a$, and $\bar P$ sets the density of tunnelling systems.

\section{The model}

In the basis of the two positions, a tunnelling system has the Hamiltonian
\begin{equation}
H=\tfrac12(\Delta\sigma_z+\Delta_0\sigma_x),\qquad
E=\sqrt{\Delta^2+\Delta_0^2},
\end{equation}
with asymmetry $\Delta$, tunnel splitting $\Delta_0$ and level splitting $E$. A strain $e$ changes $\Delta$ by $2\gamma e$ and so adds $\gamma e\,\sigma_z$. The square $\gamma_a^2$ is an average over orientations for branch $a$.

Set $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$. The upper and lower states are
\begin{equation}
|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad
|-\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.
\end{equation}
Therefore
\begin{equation}
\langle+|\sigma_z|-\rangle=-2\sin\tfrac\theta2\cos\tfrac\theta2
=-\sin\theta=-r,\qquad r=\frac{\Delta_0}{E}.
\end{equation}
This element drives transitions. The diagonal elements $\pm\Delta/E$ modulate the splitting and cause relaxational absorption, which is left out here and sized later.

The tunnel splitting depends exponentially on a barrier parameter $\lambda$, $\Delta_0\propto e^{-\lambda}$. If $\Delta$ and $\lambda$ are uniformly distributed, then $|d\lambda|=d\Delta_0/\Delta_0$ and the number per unit volume is
\begin{equation}
\bar P\,\frac{d\Delta\,d\Delta_0}{\Delta_0},\qquad \Delta\ge0,
\label{eq:density}
\end{equation}
with each system counted once. To change variables, use $\Delta=E\sqrt{1-r^2}$ and $\Delta_0=Er$. The Jacobian is
\begin{equation}
\left|\frac{\partial(\Delta,\Delta_0)}{\partial(E,r)}\right|
=E\sqrt{1-r^2}+\frac{Er^2}{\sqrt{1-r^2}}=\frac{E}{\sqrt{1-r^2}},
\end{equation}
and division by $\Delta_0=Er$ gives
\begin{equation}
\bar P\,\frac{dE\,dr}{r\sqrt{1-r^2}} .
\label{eq:measure}
\end{equation}
The plain count diverges logarithmically at small $r$ and needs a smallest tunnel splitting. Transition rates, however, carry the factor $r^2$, and
\begin{equation}
\int_0^1\frac{r^2\,dr}{r\sqrt{1-r^2}}
=\left[-\sqrt{1-r^2}\right]_0^1=1 .
\label{eq:one}
\end{equation}
The density weighted by coupling strength is thus $\bar P$ per unit energy, independent of $E$. This is the precise sense of a constant density of tunnelling systems.

The phonons are Debye phonons, $\omega=v_ak$, with density of modes per branch
\begin{equation}
g_a(\omega)=\frac{\omega^2}{2\pi^2v_a^3}.
\label{eq:dos}
\end{equation}
The thermal energy must be far below the Debye energy, so that frequency integrals may run to infinity.

\section{First derivation: a sound wave losing energy}

\subsection{The attenuation rate}

Let a classical wave of one branch produce the strain $e_0\cos\omega t$ at a tunnelling system. The branch index is dropped until the end. The transition element of the perturbation has magnitude $\gamma e_0r\cos\omega t$. Half of the cosine, $\frac12e^{-i\omega t}$, can raise the system, so the golden rule gives the upward rate
\begin{equation}
R=\frac{2\pi}{\hbar}\left(\frac{\gamma e_0r}{2}\right)^2\delta(E-\hbar\omega)
=\frac{\pi\gamma^2e_0^2r^2}{2\hbar}\,\delta(E-\hbar\omega).
\end{equation}
The other half drives the downward transition at the same rate. The net absorbed power is $\hbar\omega R$ times the population difference. For thermal populations this difference is
\begin{equation}
p_--p_+=\frac{1-e^{-E/k_BT}}{1+e^{-E/k_BT}}=\tanh\frac{E}{2k_BT}.
\label{eq:tanh}
\end{equation}
Summing over systems with Eqs.~(\ref{eq:measure}) and (\ref{eq:one}) gives the power per volume
\begin{equation}
W=\frac{\pi}{2}\gamma^2e_0^2\,\omega\bar P\tanh\frac{\hbar\omega}{2k_BT}.
\label{eq:power}
\end{equation}

A wave of displacement amplitude $u_0$ has $e_0=ku_0$ and energy density $\frac12\rho\omega^2u_0^2=\frac12\rho v^2e_0^2$. Its energy decays at the rate
\begin{equation}
\frac1\tau=\frac{W}{\frac12\rho v^2e_0^2}
=\frac{\pi\gamma^2\bar P\,\omega}{\rho v^2}\tanh\frac{\hbar\omega}{2k_BT}.
\label{eq:rate}
\end{equation}

Equation (\ref{eq:power}) was tested by solving the time-dependent Schr\"odinger equation for an ensemble with splittings from 0.5 to 1.5 $\hbar\omega$. The drive was $\gamma e_0=4\times10^{-4}\hbar\omega$ and the initial temperature $k_BT=0.7\hbar\omega$. The energy gained between 20 and 40 periods gave 0.9982 of the predicted power.

\subsection{From attenuation to heat flow}

With thermal tunnelling systems and weak coupling, the mean phonon number $n$ of a mode obeys a linear equation: a loss $n/\tau$ and a spontaneous source independent of $n$. Thermal equilibrium must be stationary, which fixes the source:
\begin{equation}
\frac{dn}{dt}=-\frac{n-n_0}{\tau},\qquad
n_0=\frac1{e^{\hbar\omega/k_BT}-1}.
\end{equation}
In a steady temperature gradient along $z$, the drift of phonons moving at angle $\vartheta$ to $z$ balances this relaxation. To first order in the gradient,
\begin{equation}
v\cos\vartheta\,\frac{\partial n_0}{\partial T}\frac{dT}{dz}
=-\frac{n-n_0}{\tau}.
\end{equation}
Hence $n-n_0=-v\tau\cos\vartheta\,(\partial n_0/\partial T)\,dT/dz$. The heat current weights this with $\hbar\omega\,v\cos\vartheta$, and the mean of $\cos^2\vartheta$ over directions is $1/3$. One branch contributes
\begin{equation}
\kappa_a=\frac13\int_0^\infty d\omega\,g_a(\omega)\,\hbar\omega\,
\frac{\partial n_0}{\partial T}\,v_a^2\tau_a .
\label{eq:kint}
\end{equation}
Insert Eqs.~(\ref{eq:dos}) and (\ref{eq:rate}). The powers of speed combine as $v^{-3}v^2v^2=v$, and those of frequency as $\omega^2\omega/\omega=\omega^2$:
\begin{equation}
\kappa_a=\frac{\rho v_a\hbar}{6\pi^3\gamma_a^2\bar P}
\int_0^\infty d\omega\,\omega^2\frac{\partial n_0}{\partial T}
\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
With $x=\hbar\omega/k_BT$ one has
\begin{equation}
\frac{\partial n_0}{\partial T}=\frac xT\,\frac{e^x}{(e^x-1)^2},\qquad
\omega^2d\omega=\left(\frac{k_BT}{\hbar}\right)^3x^2dx,
\end{equation}
so that
\begin{align}
\kappa_a&=\frac{\rho v_ak_B^3T^2}{6\pi^3\hbar^2\gamma_a^2\bar P}\,I,
\label{eq:ka}\\
I&=\int_0^\infty x^3\,\frac{e^x(e^x+1)}{(e^x-1)^3}\,dx .
\label{eq:I}
\end{align}
Let $f=e^x/(e^x-1)^2$. Its derivative is
\begin{equation}
f'=\frac{e^x(e^x-1)-2e^{2x}}{(e^x-1)^3}
=-\frac{e^x(e^x+1)}{(e^x-1)^3}.
\end{equation}
Thus $I=-\int x^3f'dx=3\int x^2f\,dx$, because $x^3f$ behaves as $x$ near zero and vanishes at both limits. Since $f=-\frac{d}{dx}(e^x-1)^{-1}$, another integration by parts gives
\begin{equation}
I=6\int_0^\infty\frac{x\,dx}{e^x-1}
=6\sum_{m=1}^\infty\int_0^\infty xe^{-mx}dx
=6\sum_{m=1}^\infty\frac1{m^2}=\pi^2 .
\end{equation}
Substitution in Eq.~(\ref{eq:ka}) and summation over branches yields Eq.~(\ref{eq:result}).

The power of temperature has a simple origin. At fixed $x$, the frequency is proportional to $T$, so the free path $v\tau$ falls as $1/T$, while the phonon heat capacity grows as $T^3$. The hyperbolic tangent affects the coefficient but not the power: replacing it by one changes $I$ from 9.870 to $6\zeta(3)=7.212$, a reduction of 27\%.

\section{Second derivation: phonons emitted and recaptured}

The second route begins with an excited tunnelling system in a silent glass. It counts the phonons it emits and follows them to the place where heat is measured.

\subsection{Spontaneous emission}

In a volume $V$, a quantized mode has the displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$ multiplying its creation and annihilation operators. This normalization makes $\rho V\omega^2\langle u^2\rangle=\hbar\omega(n+\frac12)$, the energy of an oscillator. The strain element for emission into an empty mode therefore has the square $\hbar k^2/(2\rho V\omega)$. The golden rule, summed over modes of one branch, gives
\begin{align}
A(r)&=\frac{2\pi}{\hbar}\gamma^2r^2\,V\!\int_0^\infty d\omega'\,
\frac{\omega'^2}{2\pi^2v^3}\,\frac{\hbar\omega'}{2\rho Vv^2}\,
\delta(E-\hbar\omega')\nonumber\\
&=\frac{\gamma^2r^2\omega^3}{2\pi\rho\hbar v^5},\qquad \hbar\omega=E .
\label{eq:A}
\end{align}
The replacement $k^2/\omega'=\omega'/v^2$ was used, and the delta function supplied $1/\hbar$. A direct sum over the modes of a finite box, for $r=1$ and $E/k_B=T=1$ K, agreed with this rate, summed over branches and multiplied by $\coth(E/2k_BT)$ for thermal phonons, within the test's 1.5\% tolerance.

Let $p(\omega)$ be the probability that a system of splitting $\hbar\omega$ is excited. In the frequency interval $d\omega$ the energy interval is $\hbar\,d\omega$, and Eq.~(\ref{eq:one}) replaces the sum of $r^2$ by $\bar P\hbar\,d\omega$. The number of phonons emitted spontaneously per volume, time and frequency is
\begin{equation}
S=\bar P\hbar\,\frac{\gamma^2\omega^3}{2\pi\rho\hbar v^5}\,p
=\frac{\bar P\gamma^2\omega^3}{2\pi\rho v^5}\,p .
\end{equation}
Per mode this is $S/g=Gp$, with
\begin{equation}
G=\frac{\bar P\gamma^2\omega^3}{2\pi\rho v^5}\,
\frac{2\pi^2v^3}{\omega^2}=\frac{\pi\gamma^2\bar P\omega}{\rho v^2}.
\label{eq:G}
\end{equation}

\subsection{Recapture and the source function}

In a mode that already holds $n$ phonons, the emission element squared is multiplied by $n+1$ and the absorption element squared is multiplied by $n$. Thus
\begin{equation}
\frac{dn}{dt}=G\left[(n+1)p-n(1-p)\right]
=-G(1-2p)\,(n-n_s),\qquad n_s=\frac{p}{1-2p}.
\label{eq:balance}
\end{equation}
The term $2p$ contains stimulated emission. If the populations are thermal, $p=1/(e^x+1)$, so
\begin{equation}
1-2p=\frac{e^x-1}{e^x+1}=\tanh\frac x2,\qquad n_s=\frac1{e^x-1}=n_0 .
\end{equation}
The Planck source now follows from the populations, and the decay rate $G(1-2p)$ is the rate (\ref{eq:rate}) found from a classical wave.

Follow a phonon stream arriving at $z$ at angle $\vartheta$. Measure distance back along its path by the optical depth $q$, the integral of $ds/l$ with $l=v/[G(1-2p)]$. Phonons emitted at depth $q$ survive with probability $e^{-q}$, hence
\begin{equation}
n(z,\vartheta)=\int_0^\infty dq\,e^{-q}\,n_s(z_q),\qquad
z_q\simeq z-q\,l\cos\vartheta .
\end{equation}
The variation of $l$ along the path alters $z_q$ at first order in the gradient and hence $n_s(z_q)$ at second order, so it can be dropped. Since $\int_0^\infty qe^{-q}dq=1$,
\begin{equation}
n=n_s-l\cos\vartheta\,\frac{dn_s}{dz}.
\label{eq:stream}
\end{equation}

Does the gradient disturb the populations from which we started? The correction in Eq.~(\ref{eq:stream}) is odd in $\cos\vartheta$, while the squared coupling to a strain wave is the same for opposite wave vectors. Averaged over directions, absorption and emission therefore remain balanced, and $p$ is unchanged to first order. In a numerical solution of the coupled steady state at $x=1$ with eight directions, the mean phonon number was held at its Planck value. With this constraint the direction average of the balance equation forces the thermal population, and the ratio of the flux to that of the relaxation-time expression was 1.000000; the solution checks the algebra of the argument rather than its assumptions.

\subsection{The heat current}

The current is the sum of $\hbar\omega\,v\cos\vartheta\,n$ over modes. The isotropic part of Eq.~(\ref{eq:stream}) cancels, and the remainder gives
\begin{equation}
J=-\frac13\sum_a\int_0^\infty d\omega\,g_a\hbar\omega\,v_al_a\,
\frac{\partial n_0}{\partial T}\,\frac{dT}{dz}.
\end{equation}
Now write everything in terms of $n_0(x)$. Its derivative is $n_0'=-n_0(n_0+1)$, so $\partial n_0/\partial T=(x/T)n_0(n_0+1)$. The free path contains $1/(1-2p)=2n_0+1$. A second differentiation shows that these factors form a single derivative:
\begin{equation}
n_0''=-(2n_0+1)n_0'=n_0(n_0+1)(2n_0+1).
\end{equation}
With $l_a=v_a(2n_0+1)/G_a$, the conductivity $\kappa=-J/(dT/dz)$ becomes
\begin{align}
\kappa&=\sum_a\frac{\rho v_ak_B^3T^2}{6\pi^3\hbar^2\gamma_a^2\bar P}
\int_0^\infty x^3n_0''\,dx\nonumber\\
&=\sum_a\frac{\rho v_ak_B^3T^2}{6\pi^3\hbar^2\gamma_a^2\bar P}\;
6\int_0^\infty xn_0\,dx .
\end{align}
The boundary terms $x^3n_0'$ and $x^2n_0$ vanish as $x$ at the origin and exponentially at infinity. The last integral is $\pi^2/6$, as before, and Eq.~(\ref{eq:result}) is recovered.

\section{What each derivation assumes}

Both routes use the distribution (\ref{eq:density}), weak coupling, Debye phonons and paths much longer than a wavelength. They differ in what must be supplied from outside.

The first finds the damping from a classical wave; the quantization of sound enters only through the phonon number and its Planck value $n_0$. It takes thermal populations as given and uses the stationarity of equilibrium to find the source of new phonons. Its rate (\ref{eq:rate}) also gives the resonant part of the damping of a weak ultrasonic wave. When $\hbar\omega\ll k_BT$, the relaxational absorption left out here can be much larger. A strong wave would equalize the populations, and Eq.~(\ref{eq:tanh}) would then fail.

The second needs the quantized field for the emission rate as well, but it derives the phonon source and shows why re-emission does not spoil the relaxation-time expression. It also exposes an assumption hidden in the first. Resonant exchange conserves energy separately at each frequency, so Eq.~(\ref{eq:balance}) cannot by itself bring different frequencies to one temperature. For a small temperature difference, the thermal contacts impose a common temperature profile at those frequencies whose path is much shorter than the sample. At other frequencies, a common temperature requires processes that exchange energy between frequencies.

\section{Numbers for silica}

Rough values for vitreous silica are $\rho=2200$ kg/m$^3$, speeds 5800 and 3800 m/s, couplings 1.0 and 0.65 eV (longitudinal first), and $\bar P=1.3\times10^{20}$ eV$^{-1}$cm$^{-3}$. The branch sum is
\begin{equation}
\sum_a\frac{v_a}{\gamma_a^2}=\frac{5800}{1.0^2}+\frac{2(3800)}{0.65^2}
\approx2.38\times10^4\ \mathrm{m\,s^{-1}\,eV^{-2}} ,
\end{equation}
of which the transverse branches supply 76\%. Converting to SI units and inserting the result in Eq.~(\ref{eq:result}) gives
\begin{equation}
\kappa=3.2\times10^{-2}\,(T/1\,\mathrm K)^2\ \mathrm{W/(m\,K)},
\end{equation}
or 0.32 mW/(cm K) at 1 K. Direct quadrature of Eq.~(\ref{eq:kint}) agrees with the formula at all four temperatures listed in the numerical output, from 0.05 to 1 K.

Half of the heat flows below $x=2.53$, which is 53 GHz at 1 K. A transverse phonon there has a path of 15 $\mu$m and a wavelength of 72 nm. Their ratio, 215, is the same at 0.1 K, because
\begin{equation}
\frac l\lambda=\frac{\rho v^2}{2\pi^2\gamma^2\bar P\tanh(x/2)}
\end{equation}
depends on $x$ alone. The phonon picture is well founded for these waves.

\subsection{Walls and other scattering}

The integrand of $I$ tends to 2, not to zero, as $x\to0$. Long waves thus carry appreciable heat, and they are the ones that reach the walls. At small $x$ the resonant rate is $bx^2$, with $b\propto T$. Adding a constant wall rate $w=v/D$ removes the fraction
\begin{equation}
\frac1{\pi^2}\int_0^\infty\frac{2w\,dx}{bx^2+w}
=\frac1\pi\sqrt{\frac wb}\propto T^{-1/2}
\end{equation}
of each branch's conductivity, to leading order in $\sqrt{w/b}$. For the 5 mm rod the losses computed with this added rate are 12.4\% at 0.1 K and 3.9\% at 1 K, a ratio close to $\sqrt{10}$. Adding rates is an approximation: for a round rod with fully diffuse walls, the exact geometric average shortens a short path by the fraction $3l/4D$ rather than $l/D$, and the losses become 11.7\% and 3.7\%. The wall figures below use the added rate.

Relaxational absorption removes 1.3\% at 1 K. Rayleigh scattering, scaled so that path and wavelength are equal at a rough 1 THz, removes 8.4\% at 1 K. This figure is only a guide: it becomes 17\% if the scale is 0.7 THz and 4\% if it is 1.4 THz. The combined losses and exponents below are for 1 THz. With walls, relaxation and Rayleigh scattering together, the loss is 12.4\% at 0.1 K, 7.5\% at 0.3 K and 12.6\% at 1 K. The mean exponent over this decade is 1.999, but that closeness to 2 is a coincidence of similar losses at its ends. The mean exponent is about 2.05 from 0.1 to 0.3 K and 1.95 from 0.3 to 1 K, and the local exponent has fallen to about 1.83 just below 1 K.

\subsection{The real glass and small structures}

The conductivity of real vitreous silica at 1 K is roughly a few hundredths of a W/(m K), as in the model, but its measured exponent is somewhat below 2, roughly 1.9. A coupling-weighted density proportional to $E^\mu$ multiplies the resonant rate by $\omega^\mu$. At fixed $x$ this adds a factor $T^{-\mu}$ to $\kappa$, so $\kappa\propto T^{2-\mu}$. For $\mu=0.1$ the exponent is 1.90 and for $\mu=0.15$ it is 1.85. A weakly rising density is thus a possible explanation, not one established here. Other scattering competes with it: with $\mu=0$ and no walls, Rayleigh scattering and relaxation alone give mean exponents of 1.91, 1.96 and 1.98 between 0.1 and 1 K for scales of 0.7, 1 and 1.4 THz. At several kelvin the real conductivity flattens into a plateau, which Eq.~(\ref{eq:result}) does not contain.

Small silica parts break the assumption of an unbounded glass. For a beam 1 $\mu$m wide, with the width taken as a crude limiting path, $\kappa$ is $2.3\times10^{-6}$ W/(m K) at 0.1 K and $2.0\times10^{-3}$ W/(m K) at 1 K. These are 0.7\% and 6\% of the bulk values, and the mean exponent between them is 2.95, close to the wall-limited value of 3. The value at 0.1 K, and with it this exponent, is only formal: the typical transverse wavelength there is about 0.7 $\mu$m, comparable with the width, so the bulk density of modes (\ref{eq:dos}) no longer applies. Smooth walls that reflect phonons forward would reduce the loss. Equation (\ref{eq:result}) is therefore an estimate for bulk silica below about 1 K, not for a micrometre-scale oxide structure. Even in bulk the walls matter for longer than one might expect, because their effect falls only as the square root of the width. With the transverse path at $x=2.53$ as the unit, the wall loss is about 12 to 13\% for a width of 30 paths and about 7\% for 100, for diffuse walls.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass density: 2200 kg/m^3
TLS density P: 1.30e+20 1/(eV cm^3)
longitudinal: speed 5800 m/s, coupling 1.00 eV, branches 1
  P gamma^2/(rho v^2): 2.814e-04
  share of kappa: 24.4 %
transverse: speed 3800 m/s, coupling 0.65 eV, branches 2
  P gamma^2/(rho v^2): 2.770e-04
  share of kappa: 75.6 %
driven TLS ensemble, power/formula: 0.9982
coupling weight up to E / E: 1.000000
kinetic flux / relaxation-time flux: 1.000000
heat integral: 9.869604 (pi^2 = 9.869604)
heat integral without tanh: 7.212341
kappa at 0.05 K: quadrature 7.8862e-05, formula 7.8862e-05 W/(m K)
kappa at 0.1 K: quadrature 3.1545e-04, formula 3.1545e-04 W/(m K)
kappa at 0.3 K: quadrature 2.8390e-03, formula 2.8390e-03 W/(m K)
kappa at 1.0 K: quadrature 3.1545e-02, formula 3.1545e-02 W/(m K)
kappa at 1 K, converted: 0.3154 mW/(cm K)
exponent of kappa, 0.1 to 1 K: 2.0000
half of the heat flows below x = 2.529
at 0.1 K and this x: frequency 5.27 GHz
  transverse path 154.7 um, wavelength 721.1 nm, ratio 215
  phonon heat capacity: 1.695e-03 J/(m^3 K)
at 1.0 K and this x: frequency 52.70 GHz
  transverse path 15.5 um, wavelength 72.1 nm, ratio 215
  phonon heat capacity: 1.695e+00 J/(m^3 K)
TLS relaxation time, E = kB*1 K, Delta = 0, 1 K: 9.60 ns
Rayleigh scale frequency: 1.0 THz; rod width: 5.0 mm
kappa loss at 0.1 K: relaxation 0.14 %, Rayleigh 0.01 %
  rod walls 12.38 %, all three 12.39 %
kappa loss at 0.3 K: relaxation 0.41 %, Rayleigh 0.34 %
  rod walls 7.15 %, all three 7.49 %
kappa loss at 1.0 K: relaxation 1.33 %, Rayleigh 8.44 %
  rod walls 3.90 %, all three 12.55 %
exponent with all three effects, 0.1 to 1 K: 1.999
beam of width 1.0 um at 0.1 K: kappa 2.257e-06 W/(m K)
beam of width 1.0 um at 1.0 K: kappa 2.030e-03 W/(m K)
exponent for TLS density ~ E^0.15: 1.8500
\end{verbatim}
